# Band splitting in a binary alloy by coherent-potential iteration

Take a crystal with one orbital per site. Each site independently has energy \(+\Delta/2\) or \(-\Delta/2\), with probability \(1/2\) each, and the pure crystal has a semicircular band of half-bandwidth \(D\) centred on zero. In the single-site coherent-potential approximation (CPA), the averaged alloy has one band for \(\Delta\le D\) and two bands, each holding half of the states, for \(\Delta>D\). At the band centre the density of states per site is

\[
\rho(0)=\frac{2\sqrt{D^2-\Delta^2}}{\pi D^2}\quad(\Delta<D),\qquad \rho(0)=0\quad(\Delta\ge D).
\]

The CPA equations can be solved by plain iteration of the self-energy, which converges from zero to the physical solution at every energy with a positive imaginary part. The threshold \(\Delta=D\) belongs to the CPA with this band shape; a true gap on a lattice with finitely many neighbours obeys a stricter condition, derived below.

## The equations for one site

The CPA replaces the random crystal by a uniform medium in which every site carries the same complex energy \(\Sigma\), the self-energy. Let \(z=E+i\eta\) with \(\eta>0\). The local Green function of the medium is that of the pure band at shifted energy,

\[
G=H(z-\Sigma),\qquad H(w)=\int\frac{\rho_0(E')}{w-E'}\,dE',\qquad \rho_0(E)=\frac{2\sqrt{D^2-E^2}}{\pi D^2}.
\]

Now put a real atom of energy \(\varepsilon\) on one site. It differs from the medium by \(u=\varepsilon-\Sigma\) there, so the Green function on that site obeys \(G_\varepsilon=G+G\,u\,G_\varepsilon\). Solving for it,

\[
G_\varepsilon=\frac{1}{1/G-u}=\frac{1}{x-\varepsilon},\qquad x=\frac1G+\Sigma .
\]

The medium is chosen so that the atom causes no change on average: \(\langle G_\varepsilon\rangle=G\). With \(a=\Delta/2\),

\[
G=\frac12\left[\frac1{x-a}+\frac1{x+a}\right]=\frac{x}{x^2-a^2}.
\]

Since \(\Sigma=x-1/G\), this gives

\[
\Sigma=x-\frac{x^2-a^2}{x}=\frac{a^2}{x}.
\]

The integral \(H\) is also needed in closed form. Put \(E'=D\cos\theta\) and \(w=\tfrac D2(s+1/s)\) with \(|s|>1\), and write \(r=1/s\). The geometric series for \(r^ne^{\pm in\theta}\) gives

\[
\frac1{w-D\cos\theta}=\frac2D\,\frac{r}{1-r^2}\Big[1+2\sum_{n\ge1}r^n\cos n\theta\Big].
\]

The semicircle contributes the weight \((2/\pi)\sin^2\theta\,d\theta\) on \(0<\theta<\pi\). Because \(\sin^2\theta=(1-\cos2\theta)/2\), only the constant and the \(n=2\) term survive, and they integrate to \(\tfrac\pi2(1-r^2)\). Hence \(H=2r/D\). Substituting \(s=2/(DH)\) into the definition of \(s\), with \(t=D^2/4\),

\[
w=\frac1H+tH,\qquad H(w)=\frac{2}{w+\sqrt{w-D}\,\sqrt{w+D}} .
\]

The second form is the root of the quadratic that decays as \(1/w\). For \(w=z-\Sigma\) the first form reads \(1/G=z-\Sigma-tG\), so that

\[
x=z-tG .
\]

## The loop by hand at the band centre

At \(E=0\) every quantity is purely imaginary, and the iteration reduces to one positive number. Write \(x=iy\). Then \(\Sigma=-ia^2/y\), and \(w=z-\Sigma=iv\) with \(v=\eta+a^2/y\). For this \(w\) the product of square roots is \(i\sqrt{v^2+D^2}\), so \(G=-2i/(v+\sqrt{v^2+D^2})\). The new value of \(x=z-tG\) is \(iy'\), where

\[
y'=\eta+\frac{2t}{v+\sqrt{v^2+D^2}} .
\]

Let \(D=6\) eV, so \(t=9\ \mathrm{eV}^2\), and \(\eta=0.001\) eV. Starting from \(\Sigma=0\) gives \(y_0=3.0005\) eV. For \(\Delta=5\) eV, \(a^2=6.25\ \mathrm{eV}^2\) and the first step is

\[
v=0.001+\frac{6.25}{3.0005}=2.0840,\qquad
y_1=0.001+\frac{18}{2.0840+\sqrt{2.0840^2+36}}=2.1348\ \text{eV}.
\]

For \(\Delta=9\) eV, \(a^2=20.25\ \mathrm{eV}^2\), and the same step gives \(v=6.7499\) eV and \(y_1=1.1416\) eV. Continuing:

| Step | \(y\) (eV), \(\Delta=5\) eV | \(y\) (eV), \(\Delta=9\) eV |
|---|---|---|
| 0 | 3.0005 | 3.0005 |
| 1 | 2.1348 | 1.1416 |
| 2 | 1.8750 | 0.4946 |
| 3 | 1.7659 | 0.2197 |
| 4 | 1.7142 | 0.0985 |
| 5 | 1.6882 | 0.0448 |

The first column settles at a finite value; the second falls to a value of order \(\eta\), here 0.0018 eV, which vanishes with \(\eta\). To see why, let \(\eta\to0\). Rationalizing the fraction gives \(y'=\tfrac12(\sqrt{v^2+4t}-v)\), which is the positive root of

\[
y'^2+\frac{a^2}{y}\,y'=t .
\]

A fixed point \(y'=y>0\) requires \(y^2=t-a^2\). It exists only if \(a^2<t\), that is, \(\Delta<D\). The left side of the quadratic grows with \(y'\), and at \(y'=y\) it equals \(y^2+a^2\). Therefore \(y'<y\) whenever \(y^2>t-a^2\). The map also increases with \(y\), so a sequence that starts above the fixed point stays above it and descends to it. The start \(y_0=\sqrt t\) lies above it. For \(\Delta\ge D\) there is no positive fixed point, and the same descent ends at zero.

Since \(G=(z-x)/t\), the density of states is

\[
\rho=-\frac{\mathrm{Im}\,G}{\pi}=\frac{\mathrm{Im}\,x-\eta}{\pi t}.
\]

For \(\Delta<D\), \(y=\sqrt{t-a^2}=\tfrac12\sqrt{D^2-\Delta^2}\), and division by \(\pi t=\pi D^2/4\) gives the result stated at the start. For \(\Delta=5\) eV, \(y=\sqrt{2.75}=1.658\) eV and \(\rho(0)=1.658/(9\pi)=0.0587\ \mathrm{eV}^{-1}\).

The self-energy at the centre also gives an energy width,

\[
\Gamma=-2\,\mathrm{Im}\,\Sigma=\frac{2a^2}{y}=\frac{\Delta^2}{\sqrt{D^2-\Delta^2}} .
\]

This is the width of a spectral peak only for \(\Delta\ll D\), where \(\Sigma\) varies little across the peak. For the band-centre state, the function \(-\mathrm{Im}\,[1/(z-\Sigma)]\) has a full width at half maximum of 0.17 eV at \(\Delta=1\) eV, as the formula gives, but about 2.15 eV at \(\Delta=3\) eV against \(\Gamma=1.73\) eV. By \(\Delta=4\) eV it has split into two peaks, and it always stays inside the band edges. The quantity \(\Gamma\) itself grows without bound as \(\Delta\) approaches \(D\) from below. Since \(H(w)\) decays as \(1/w\), \(G=H(z-\Sigma)\) then tends to zero, and the density of states at the centre vanishes with it.

## How fast the loop converges at the centre

Differentiate the quadratic for \(y'\) at the fixed point, where \(y'=y\):

\[
\left(2y+\frac{a^2}{y}\right)dy'-\frac{a^2}{y}\,dy=0
\quad\Rightarrow\quad
\frac{dy'}{dy}=\frac{a^2}{2y^2+a^2}=\frac{\Delta^2}{2D^2-\Delta^2}\quad(\Delta<D),
\]

using \(y^2=t-a^2\). Above threshold \(y\) is small and \(v=a^2/y\) is large, so \(y'\simeq t/v=(t/a^2)y\), and the error factor is \(D^2/\Delta^2\). For \(\Delta=5\) and 9 eV the factors are \(25/47=0.532\) and \(36/81=0.444\). Factors measured from the iteration are 0.5318 and 0.4444.

Both expressions tend to one at \(\Delta=D\). There \(v=t/y\), and the quadratic gives to next order \(y'\simeq t/v-t^2/v^3=y-y^3/t\). Thus \(1/y^2\) grows by about \(2/t\) per step, and after many steps

\[
y_n\simeq\sqrt{\frac{t}{2n}} .
\]

After 5000 steps the iteration has \(y=0.0300\) eV, as this law predicts. The geometric convergence has become algebraic. A small \(\eta\) restores geometric convergence, but slowly: with \(\eta=0.001\) eV the loop takes 1493 steps at \(\Delta=6\) eV, against 43 at 5 eV and 36 at 9 eV, for the same stopping criterion.

## The general algorithm

At any complex energy \(z\) with \(\eta>0\):

1. Set \(\Sigma=0\), \(G=H(z)\) and \(x=z-tG\).
2. Form the averaged Green function \(\bar G=\langle1/(x-\varepsilon)\rangle\).
3. Set \(\Sigma=x-1/\bar G\).
4. Set \(G=H(z-\Sigma)\) and \(x=z-tG\).
5. Repeat from step 2 until \(x\) no longer changes, then take \(\rho=-\mathrm{Im}\,G/\pi\).

Writing \(x=z-tG\) instead of \(1/G+\Sigma\) avoids subtracting two large numbers in the gap, where \(\Sigma=a^2/x\) can be very large.

Convergence follows from a measure of distance between two points of the upper half-plane,

\[
d(p,q)=\frac{|p-q|}{\sqrt{\mathrm{Im}\,p\;\mathrm{Im}\,q}} .
\]

One step sends \(x\) to \(-a^2/x\), adds \(z\), applies \(-tH\), and adds \(z\) again. Each part can be followed separately.

The inversion leaves \(d\) unchanged. The difference becomes \(a^2|p-q|/|pq|\), while each imaginary part becomes \(a^2\,\mathrm{Im}\,p/|p|^2\), so the extra factors cancel.

The function \(-tH\) does not increase \(d\). From the integral for \(H\),

\[
H(p)-H(q)=-(p-q)\int\frac{\rho_0\,dE'}{(p-E')(q-E')},\qquad
-\mathrm{Im}\,H(p)=\mathrm{Im}\,p\int\frac{\rho_0\,dE'}{|p-E'|^2},
\]

and the Cauchy-Schwarz inequality bounds the first integral by the geometric mean of the two integrals of the second kind.

Adding \(z\) leaves the difference alone but raises both imaginary parts by \(\eta\). If they were at most \(m\), \(d\) shrinks by at least the factor \(m/(m+\eta)\). Every iterate has \(\mathrm{Im}\,x\ge\eta\), because \(\mathrm{Im}\,G<0\). Hence \(m=a^2/\eta\) after the inversion and \(m=t/\eta\) after \(-tH\). Altogether

\[
d(x_1',x_2')\le q\,d(x_1,x_2),\qquad
q=\frac{a^2}{a^2+\eta^2}\,\frac{t}{t+\eta^2}<1 .
\]

Two fixed points would have \(d\le q\,d\), hence \(d=0\), so there is at most one. The iterates stay within \(|x-z|\le t/\eta\), where imaginary parts are bounded, so successive changes fall at least as fast as a constant times \(q^n\). Their sum converges, and so does the loop. For \(\Delta=9\) eV and \(\eta=2\) eV the bound is \(q=0.578\); the largest contraction ratio found among 4000 random pairs was 0.20. As \(\eta\to0\), \(q\to1\), and the bound no longer gives a useful rate.

## All energies: the band edges

At the fixed point, \(z=x+tG\) with \(G=x/(x^2-a^2)\), so

\[
z=x+\frac{t\,x}{x^2-a^2},\qquad\text{or}\qquad x^3-zx^2+(t-a^2)x+za^2=0 .
\]

The physical root is the one in the upper half-plane. To see that any such root solves the loop, take the imaginary part of \(x=z-t\langle1/(x-\varepsilon)\rangle\):

\[
\mathrm{Im}\,x=\eta+t\,A\,\mathrm{Im}\,x,\qquad A=\left\langle\frac1{|x-\varepsilon|^2}\right\rangle .
\]

Thus \(tA<1\), and since \(|G|^2\le A\), also \(t|G|^2<1\). The equation \(w=1/G+tG\) has two roots whose product is \(1/t\); \(H=2/(Ds)\) is the one with \(t|H|^2=1/|s|^2<1\). So \(G=H(z-\Sigma)\), as required, and uniqueness follows from the contraction.

Outside the spectrum \(x\) is real on the real axis, and

\[
\frac{dx}{dE}=1+t\int\frac{\rho(E')}{(E-E')^2}\,dE'>0 .
\]

Conversely, if \(dz/dx>0\) at a real \(x\), a small positive \(\eta\) moves \(x\) into the upper half-plane. That is the physical root, and its imaginary part vanishes with \(\eta\), so there are no states at that energy. The energies outside the spectrum are therefore the images of the real \(x\) for which

\[
\frac{dz}{dx}=1-\frac{t(x^2+a^2)}{(x^2-a^2)^2}>0 .
\]

With \(u=x^2\), the slope vanishes where \((u-a^2)^2=t(u+a^2)\), or

\[
u^2-(2a^2+t)u+a^2(a^2-t)=0,\qquad
u_\pm=\frac{2a^2+t\pm\sqrt{t^2+8a^2t}}2 .
\]

The slope is positive for \(u<u_-\) and \(u>u_+\). The region \(u>u_+\) always exists and gives the energies beyond the outer edges. The sum of the roots is positive and their product is \(a^2(a^2-t)\), so \(u_->0\) precisely when \(a^2>t\), that is, \(\Delta>D\). Then \(z\) rises steadily from \(-E_{\rm in}\) to \(E_{\rm in}\) as \(x\) runs from \(-\sqrt{u_-}\) to \(\sqrt{u_-}\), and this interval is the gap. For \(\Delta\le D\) there is no such interval. The spectrum is symmetric in energy, so each of the two bands has weight \(1/2\).

For \(\Delta=9\) eV, \(\sqrt{t^2+8a^2t}=\sqrt{1539}=39.23\ \mathrm{eV}^2\), so \(u_-=5.135\) and \(u_+=44.37\ \mathrm{eV}^2\). The edges are

\[
E_{\rm in}=2.266\left(1-\frac{9}{15.115}\right)=0.917\ \text{eV},\qquad
E_{\rm out}=6.661\left(1+\frac{9}{24.115}\right)=9.147\ \text{eV},
\]

and the CPA gap is \(2E_{\rm in}=1.83\) eV.

## Near the threshold and far above it

Let \(h=\Delta^2/D^2-1=a^2/t-1\) be small. Expanding \(z(x)\) for small \(x\),

\[
z\simeq x\left(1-\frac t{a^2}-\frac{t x^2}{a^4}\right)\simeq hx-\frac{x^3}{t}.
\]

The maximum lies at \(x^2=ht/3\), where \(z=\tfrac23h\sqrt{ht/3}\). With \(\sqrt t=D/2\), the gap is

\[
2E_{\rm in}\simeq\frac{2D}{3\sqrt3}\left(\frac{\Delta^2}{D^2}-1\right)^{3/2}.
\]

The gap opens slowly. At \(\Delta=6.06\) eV, one per cent above threshold, it is 0.0065 eV, and the law is 1.3% higher than the value from the edge formula.

At \(\Delta=D\), \(h=0\) and \(x^3\simeq-tz\). For \(E>0\) the root in the upper half-plane is \(x=(tE)^{1/3}e^{i\pi/3}\), so by symmetry

\[
\rho(E)\simeq\frac{\sqrt3\,|E|^{1/3}}{2\pi t^{2/3}} .
\]

At \(E=0\) with finite \(\eta\), the same cubic gives \(x=i(t\eta)^{1/3}\). For \(\eta=0.001\) eV this is \(0.208i\) eV, and the loop returns \(\rho=0.0073\ \mathrm{eV}^{-1}\) although the true value is zero. Near threshold, a small density at the centre must be followed to smaller \(\eta\) before it is read as a sign that the bands are joined.

For \(\Delta\gg D\), consider the upper band, where \(x=a+\xi\) with \(|\xi|\ll a\). Then

\[
z=a+\xi+\frac{t}{2\xi}+\frac{t}{2(2a+\xi)}\simeq a+\frac{t}{4a}+\xi+\frac{t}{2\xi}.
\]

The last two terms describe a semicircle of half-width \(2\sqrt{t/2}=D/\sqrt2\): only half of the sites are available at this energy. The term \(t/(4a)\) is the repulsion from the other species. At \(\Delta=9\) eV these estimates give a half-width of 4.24 eV and a centre at 5.00 eV; the computed edges give 4.11 and 5.03 eV.

## Where the splitting criterion holds

The CPA equations become exact for a large matrix with independent random hopping of variance \(t/N\) between all pairs of \(N\) sites. Each site then couples to so many others that its energy shift averages to \(tG\), and its Green function is \(1/(z-tG-\varepsilon)\). Diagonalizing one such matrix with 1200 sites and \(\Delta=9\) eV gave edges at 0.922 and 9.205 eV. The counted fraction of levels below any energy differed from the CPA by at most 0.003.

A lattice with finitely many neighbours behaves differently. Write its Hamiltonian as \(S+W\), where \(S\) holds the site energies and \(W\) the hopping. For a normalized state \(\psi\), \(\|S\psi\|=a\) and \(\|W\psi\|\le D\), so \(\|(S+W)\psi\|\ge a-D\). A gap is certain if \(\Delta>2D\). Now let the pure band fill \([-D,D]\) without a gap of its own. If \(\Delta\le2D\), an infinite random lattice contains arbitrarily large regions of each pure species. They supply levels throughout \([-a-D,-a+D]\) and \([a-D,a+D]\), which touch or overlap, so there is no true gap. For \(\Delta\le2D\) the energies in a CPA gap are thus not free of levels on such a lattice. The CPA threshold itself depends on the band. For a symmetric band with second moment \(\mu_2\), \(1/H(w)\simeq w-\mu_2/w\) at large \(w\), so at the centre a small \(y\) is mapped to \((\mu_2/a^2)\,y\), and the factor passes through one at \(\Delta=2\sqrt{\mu_2}\). The CPA gap accordingly opens at \(\Delta=D\) for the semicircle and the diamond band below, at \(0.82D\) for the simple cubic band, and at \(\sqrt2\,D\) for the chain.

A one-orbital diamond lattice with hopping \(D/4\) has the same half-bandwidth and second moment as the semicircle. In one random 1728-site supercell with \(\Delta=9\) eV, 0.8% of the levels lay inside the CPA gap, the nearest 0.46 eV from the centre. These numbers depend on the sample and the cell: other cells of this size give 0.7 to 1.0% and 0.24 to 0.57 eV, and 1000-site cells give 0.6 to 1.5%. The band shape does not account for these levels: the CPA with the diamond band puts the inner edge at 0.97 eV, so its gap is slightly wider than that of the semicircle. The levels come from local arrangements of the species that a single-site theory leaves out. When the two species were deliberately placed in separate halves of a 512-site supercell, 58 levels fell inside the CPA gap.

## Germanium-tin as a real case

For a random germanium-tin alloy, rough values are \(\Delta=1\) eV for the difference of hybrid levels and \(D=6\) eV for half the valence-band width. The value of \(\Delta\) depends strongly on the method: free-atom levels give 0.7 to 0.9 eV in Hartree-Fock and 0.2 to 0.4 eV in the local-density approximation, depending on the basis and the treatment of the core, and the width \(\Gamma\) below scales as \(\Delta^2\). For \(\Delta=1\) eV the ratio is 0.17, so the model places the alloy well inside the one-band regime; the larger values of \(\Delta\) used above do not describe this material. The equal composition is kept from the model above; real germanium-tin alloys are germanium-rich, so the numbers below are illustrative. For the semicircular band the width at the centre is \(\Gamma=1/\sqrt{35}=0.17\) eV, and \(\hbar/\Gamma\) is about 4 fs. This number belongs to the band shape, not to the alloy: the one-orbital diamond band has a vanishing density of states at its centre, and the CPA with that band and the same \(\Delta\) gives only about 0.0005 eV there. Neither value is a scattering rate for carriers in germanium-tin. Real alloys break the assumption of equal hopping. In the pure crystals the tin bond is roughly 15% longer than the germanium bond. With hopping taken as the inverse square of length, it is about 15% above its value at the mean length for germanium and about 12% below it for tin. As a measure of change, take half the integrated absolute difference between two densities of states. In the infinite-range model this is about 2% for the hopping spread, against 0.9% for the site disorder itself, so a CPA with site disorder alone is not quantitative here. Bonds in the alloy relax part of the way toward a common length: a valence-force-field relaxation of one 216-atom random cell leaves the tin-tin bond about 10% longer than the germanium-germanium bond, which lowers the hopping effect to about 1.4%. Band shape matters more: for \(\Delta=1\) eV, 41% of the CPA states lie within 2 eV of the centre, against 32% in the 1728-site diamond supercell. Cells of 512 and 1000 sites give 30% to 37% and a 216-site cell gives 25%, while the CPA with the infinite diamond band also gives 32%. On the measure used above, the change of band shape amounts to about 14%. The rough separation of s and p levels, 7 eV, exceeds \(D\), and the spin-orbit splitting of tin, roughly 0.8 eV, is comparable with \(\Delta\). A one-orbital model therefore cannot predict the fundamental gap of the semiconductor, which is a different quantity from the alloy splitting treated here. The program prints further densities of states.

## Numbers as computed

```
half-bandwidth D = 6.0 eV, T = D^2/4 = 9.00 eV^2
rough Ge-Sn site difference = 1.0 eV, ratio to D = 0.167
band centre, eta = 0.001 eV: delta (eV), DOS (1/eV), steps, limiting rate
  1.0  0.10460  7  0.0141
  5.0  0.05867  43  0.5319
  6.0  0.00733  1493  1.0000
  9.0  0.00003  36  0.4444
measured rates for delta = 1, 5, 9 eV: 0.0141 0.5318 0.4444
loop at z = 0.001i eV: n, Im x (eV) for delta = 5 and 9 eV
  0  3.00050  3.00050
  1  2.13481  1.14161
  2  1.87497  0.49462
  3  1.76594  0.21966
  4  1.71418  0.09852
  5  1.68821  0.04478
threshold, step 5000: |x| = 0.03001 eV, law 0.03000 eV
contraction at eta = 2 eV, delta = 9 eV: bound 0.5781, largest seen 0.2009
DOS (1/eV) at energy (eV) for delta = 1, 5, 6, 9 eV
  0.0 0.10462 0.05865 0.00000 0.00000
  1.0 0.10320 0.07185 0.06190 0.01624
  2.0 0.09883 0.07941 0.07412 0.05374
  4.0 0.07890 0.07907 0.07898 0.07516
  6.0 0.01703 0.05865 0.06433 0.07447
  8.0 0.00000 0.00000 0.00000 0.05261
level width at centre, delta = 1 eV: 0.1690 eV
lifetime hbar/width: 3.89 fs
delta = 9 eV: inner edge 0.9168 eV, outer edge 9.1466 eV
delta = 9 eV: CPA gap 1.8335 eV, upper-band weight 0.50000
delta = 9 eV: second moment 29.2500 eV^2
delta = 6.06 eV: gap 0.00649 eV, threshold law 0.00658 eV
random matrix, 1200 sites, delta = 9 eV: inner 0.922 eV, outer 9.205 eV
largest deviation of counted fraction, delta = 5 and 9 eV: 0.00264 0.00267
diamond supercell, 1728 sites, delta = 9 eV: fraction of levels in CPA gap 0.00810
same supercell: smallest |E| 0.4552 eV
separated 512-site supercell: levels in CPA gap 58
fraction of states with |E| < 2 eV, delta = 1 eV: CPA 0.4109, diamond 0.3235
rough bond lengths: Ge 0.245 nm, Sn 0.281 nm
hopping relative to mean bond: Ge 1.152, Sn 0.876
fraction of DOS moved: site disorder 0.0087, hopping spread 0.0201
rough Sn spin-orbit splitting 0.8 eV, ratio to D 0.133
rough s-p separation 7.0 eV, ratio to D 1.17
thermal energy at 300 K: 0.0259 eV, ratio to level width 0.153
```
